# Mean Free Path of a Silicon Inversion Layer from Its Mobility: verification in Python

```python
"""Mean free path of a silicon inversion layer from its mobility.

Result under test: lambda = 2 (kT/q) mu / v_T, v_T = sqrt(2 kT / (pi m)).
lambda: backscattering mean free path, defined by transmission -> lambda/L
in a long channel of length L; mu: mobility; m: effective mass;
v_T: mean forward velocity of the right-moving half of a Maxwell gas.
With Fermi statistics lambda is multiplied by F0(eta)/F_minus_half(eta),
where eta = (Fermi level - subband bottom)/kT.
SI units are used internally.
"""
import numpy as np
import mpmath as mp
from scipy import constants as C
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit, roots_genlaguerre

q, hbar, h = C.e, C.hbar, C.h
temperature = 300.0
kT = C.k * temperature
m_t, m_l = 0.19 * C.m_e, 0.916 * C.m_e
mobility = 250e-4
sheet_density = 1e17
permittivity = 11.7 * C.epsilon_0
nonparabolicity = 0.5 / q


def forward_velocity(mass, thermal_energy=kT):
    return np.sqrt(2 * thermal_energy / (np.pi * mass))


def path_from_mobility(mu, mass=m_t, thermal_energy=kT):
    return 2 * thermal_energy / q * mu / forward_velocity(mass, thermal_energy)


def fermi_zero(eta):
    return np.logaddexp(0.0, eta)


def fermi_minus_half(eta):
    return float(mp.re(-mp.polylog(mp.mpf("0.5"), -mp.exp(eta))))


def slab_transmission(thickness, cells=200, angles=32):
    """2D Boltzmann slab, isotropic elastic scattering, thickness in v*tau.

    Both contacts absorb; the left one injects an isotropic occupation.
    """
    nodes, weights = np.polynomial.legendre.leggauss(angles)
    cosines, weights = np.cos((nodes + 1) * np.pi / 4), weights / 2
    step = thickness / cells
    source = np.eye(cells, cells + 1)
    response = np.zeros((cells, cells + 1))
    exit_flux = np.zeros(cells + 1)
    for cosine, weight in zip(cosines, weights):
        decay = np.exp(-step / cosine)
        beam = np.zeros(cells + 1)
        beam[-1] = 1.0  # last column: response to the injected carriers
        for i in range(cells):
            new = decay * beam + (1 - decay) * source[i]
            response[i] += weight * (source[i] + (beam - new) * cosine / step)
            beam = new
        exit_flux += weight * cosine * beam
    right = response[:, :-1]
    left = right[::-1, ::-1]
    occupation = np.linalg.solve(np.eye(cells) - (right + left) / 2,
                                 response[:, -1] / 2)
    flux = exit_flux[:-1] @ occupation + exit_flux[-1]
    return flux / np.sum(weights * cosines)


# Forward velocity from the Maxwell distribution, by quadrature.
speed_unit = np.sqrt(2 * kT / m_t)
numerator = quad(lambda u: u * np.exp(-u*u), 0, np.inf)[0]
denominator = quad(lambda u: np.exp(-u*u), 0, np.inf)[0]
v_T = forward_velocity(m_t)
assert abs(speed_unit * numerator / denominator / v_T - 1) < 1e-8

# Equilibrium flux carried by the modes equals n v_T / 2, anisotropic masses.
for m_x, m_y in ((m_t, m_t), (m_l, m_t), (m_t, m_l)):
    eta_low = -5.0
    mode_flux = 2 / h * kT * quad(
        lambda e: np.sqrt(2 * m_y * kT * e) / (np.pi * hbar)
        * np.exp(eta_low - e), 0, 60)[0]
    density = np.sqrt(m_x * m_y) * kT / (np.pi * hbar**2) * np.exp(eta_low)
    assert abs(mode_flux / (density * forward_velocity(m_x) / 2) - 1) < 1e-6

# Boltzmann slab: long-channel slope gives lambda = (pi/2) v tau.
slab_path = 10 / (1 / slab_transmission(20, 300)
                  - 1 / slab_transmission(10, 300))
assert abs(slab_path / (np.pi / 2) - 1) < 0.005
interpolation_errors = []
for thickness in (0.3, 1.0, 3.0, 10.0):
    simple = (np.pi / 2) / (np.pi / 2 + thickness)
    interpolation_errors.append(abs(simple / slab_transmission(thickness) - 1))
assert max(interpolation_errors) < 0.05

# Microscopic average of lambda(E) against the formula that uses mobility.
tau_test = 3e-14
for eta in (-4.0, 0.0, 2.0):
    for power in (0, 1):  # tau proportional to energy**power
        def window(e):
            return expit(eta - e) * expit(e - eta)
        modes = quad(lambda e: np.sqrt(e) * window(e), 0, 60)[0]
        path_sum = quad(lambda e: np.pi / 2 * speed_unit * np.sqrt(e)
                        * tau_test * e**power * np.sqrt(e) * window(e),
                        0, 60)[0]
        carriers = quad(lambda e: expit(eta - e), 0, 60)[0]
        mu_test = q / m_t * tau_test * quad(
            lambda e: e**(power + 1) * window(e), 0, 60)[0] / carriers
        predicted = (path_from_mobility(mu_test) * fermi_zero(eta)
                     / fermi_minus_half(eta))
        assert abs(path_sum / modes / predicted - 1) < 1e-5

# Main estimate and the ordinary distance between collisions.
path = path_from_mobility(mobility)
diffusion = kT / q * mobility
tau = mobility * m_t / q
mean_speed = speed_unit * (quad(lambda u: u*u * np.exp(-u*u), 0, np.inf)[0]
                           / quad(lambda u: u * np.exp(-u*u), 0, np.inf)[0])
ordinary_path = mean_speed * tau
assert abs(path / (2 * ordinary_path) - 1) < 1e-7
assert abs(path / 10e-9 - 1) < 0.1

# Thermal average of the slab transmission for a 20 nm channel.
channel = 20e-9
energies, energy_weights = roots_genlaguerre(12, 0.5)
slab_values = [slab_transmission(channel / (speed_unit * np.sqrt(e) * tau))
               for e in energies]
thermal_transmission = energy_weights @ slab_values / energy_weights.sum()
simple_transmission = path / (path + channel)
assert abs(simple_transmission / thermal_transmission - 1) < 0.10

# Fermi statistics in the lowest subband alone (two valleys).
band_density = 2 * m_t * kT / (np.pi * hbar**2)
eta_single = np.log(np.expm1(sheet_density / band_density))
degeneracy_factor = fermi_zero(eta_single) / fermi_minus_half(eta_single)
path_single = path * degeneracy_factor

# Several subbands in a triangular well; field from half the sheet charge.
well_field = q * sheet_density / (2 * permittivity)
airy_zeros = -ai_zeros(3)[0]


def well_levels(mass):
    return airy_zeros * (hbar**2 * (q * well_field)**2 / (2 * mass))**(1 / 3)


for mass in (m_l, m_t):
    width, points = 25e-9, 2500
    dz = width / (points + 1)
    z = dz * np.arange(1, points + 1)
    kinetic = hbar**2 / (2 * mass * dz**2)
    numeric = eigh_tridiagonal((2 * kinetic + q * well_field * z) / q,
                               np.full(points - 1, -kinetic / q),
                               eigvals_only=True, select="i",
                               select_range=(0, 2))
    assert np.allclose(numeric, well_levels(mass) / q, rtol=1e-3)

subbands = []  # bottom energy, transport mass, transverse mass
for low, high in zip(well_levels(m_l), well_levels(m_t)):
    subbands += [(low, m_t, m_t), (high, m_l, m_t), (high, m_t, m_l)]
ground = subbands[0][0]


def subband_densities(fermi_level):
    return np.array([2 * np.sqrt(mx * my) * kT / (np.pi * hbar**2)
                     * fermi_zero((fermi_level - bottom) / kT)
                     for bottom, mx, my in subbands])


eta_multi = brentq(lambda eta: subband_densities(ground + eta * kT).sum()
                   / sheet_density - 1, -10, 3.7)
fermi_level = ground + eta_multi * kT
shares = subband_densities(fermi_level) / sheet_density
mode_density = sum(2 * np.sqrt(2 * my * kT) / (np.pi * hbar)
                   * np.sqrt(np.pi) / 2
                   * fermi_minus_half((fermi_level - bottom) / kT)
                   for bottom, mx, my in subbands)
path_multi = h * sheet_density * mobility / (2 * q * mode_density)

# Nonparabolic band, Boltzmann statistics: E(1 + alpha E) = hbar^2 k^2/(2m).
a = nonparabolicity * kT
nonparabolic_density = quad(lambda e: (1 + 2*a*e) * np.exp(-e), 0, 60)[0]
nonparabolic_modes = quad(lambda e: np.sqrt(e * (1 + a*e)) * np.exp(-e),
                          0, 60)[0]
parabolic_modes = quad(lambda e: np.sqrt(e) * np.exp(-e), 0, 60)[0]
nonparabolic_factor = (nonparabolic_density * parabolic_modes
                       / nonparabolic_modes)

# Operation at 400 K.
hot_kT = C.k * 400.0
path_hot_fixed = path_from_mobility(mobility, thermal_energy=hot_kT)
path_hot_phonon = path_from_mobility(mobility * temperature / 400.0,
                                     thermal_energy=hot_kT)

print(f"temperature: {temperature:.0f} K")
print(f"mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"effective mass: {m_t/C.m_e:.2f} free-electron masses")
print(f"heavy mass: {m_l/C.m_e:.3f} free-electron masses")
print(f"thermal voltage kT/q: {kT/q*1e3:.2f} mV")
print(f"forward velocity v_T: {v_T*100:.3e} cm/s")
print(f"diffusion coefficient: {diffusion*1e4:.3f} cm2/s")
print(f"backscattering mean free path: {path*1e9:.2f} nm")
print(f"momentum relaxation time: {tau*1e15:.1f} fs")
print(f"mean speed: {mean_speed*100:.3e} cm/s")
print(f"ordinary mean free path: {ordinary_path*1e9:.2f} nm")
print(f"slab path / (v tau): {slab_path:.4f} (pi/2 = {np.pi/2:.4f})")
print(f"largest interpolation error, one energy, tested slabs: "
      f"{100*max(interpolation_errors):.1f} %")
for length_nm in (10, 20, 100):
    value = path / (path + length_nm * 1e-9)
    print(f"simple transmission, L = {length_nm} nm: {value:.3f}")
print(f"thermal slab transmission, L = 20 nm: {thermal_transmission:.3f}")
print(f"sheet density: {sheet_density*1e-4:.1e} cm^-2")
print(f"one subband, eta: {eta_single:.2f}")
print(f"one subband, F0/F_minus_half: {degeneracy_factor:.3f}")
print(f"one subband, degenerate path: {path_single*1e9:.2f} nm")
print(f"relative permittivity: {permittivity/C.epsilon_0:.1f}")
print(f"mean well field: {well_field*1e-8:.3f} MV/cm")
print(f"second level, same valleys, above ground: "
      f"{(well_levels(m_l)[1]-ground)/q*1e3:.0f} meV")
print(f"first level, other valleys, above ground: "
      f"{(well_levels(m_t)[0]-ground)/q*1e3:.0f} meV")
print(f"several subbands, eta of lowest: {eta_multi:.2f}")
print(f"share of electrons in lowest subband: {100*shares[0]:.1f} %")
print(f"several subbands, degenerate path: {path_multi*1e9:.2f} nm")
print(f"level broadening hbar/tau: {hbar/tau/q*1e3:.1f} meV")
print(f"field with energy gain kT over path: {kT/q/path*1e-5:.1f} kV/cm")
print(f"nonparabolicity: {nonparabolicity*q:.1f} per eV")
print(f"path change from nonparabolicity: "
      f"{100*(nonparabolic_factor-1):.1f} %")
print(f"path at 400 K, mobility fixed: {path_hot_fixed*1e9:.2f} nm")
print(f"path at 400 K, mobility as 1/T: {path_hot_phonon*1e9:.2f} nm")
print("all good")
```

Running it gives:

```
temperature: 300 K
mobility: 250 cm2/Vs
effective mass: 0.19 free-electron masses
heavy mass: 0.916 free-electron masses
thermal voltage kT/q: 25.85 mV
forward velocity v_T: 1.234e+07 cm/s
diffusion coefficient: 6.463 cm2/s
backscattering mean free path: 10.47 nm
momentum relaxation time: 27.0 fs
mean speed: 1.939e+07 cm/s
ordinary mean free path: 5.24 nm
slab path / (v tau): 1.5729 (pi/2 = 1.5708)
largest interpolation error, one energy, tested slabs: 2.2 %
simple transmission, L = 10 nm: 0.512
simple transmission, L = 20 nm: 0.344
simple transmission, L = 100 nm: 0.095
thermal slab transmission, L = 20 nm: 0.326
sheet density: 1.0e+13 cm^-2
one subband, eta: 2.35
one subband, F0/F_minus_half: 1.518
one subband, degenerate path: 15.90 nm
relative permittivity: 11.7
mean well field: 0.773 MV/cm
second level, same valleys, above ground: 110 meV
first level, other valleys, above ground: 101 meV
several subbands, eta of lowest: 1.73
share of electrons in lowest subband: 77.7 %
several subbands, degenerate path: 14.51 nm
level broadening hbar/tau: 24.4 meV
field with energy gain kT over path: 24.7 kV/cm
nonparabolicity: 0.5 per eV
path change from nonparabolicity: 1.6 %
path at 400 K, mobility fixed: 12.09 nm
path at 400 K, mobility as 1/T: 9.07 nm
all good
```
